# 't Hooft's pole equations and the two-loop mass renormalization in QED

**Q.** A two-loop mass renormalization constant has a $1/\epsilon$ pole and a $1/\epsilon^2$ pole. They are different coefficients of a hard calculation. Why should one of them be known in advance?

**A.** Because the bare parameters do not know the scale $\mu$ that we introduce. Let me fix what is being expanded. Take QED with $n_f$ fermions of charge $e$ and equal mass, in $d=4-2\epsilon$ dimensions, and let $a=e^2/(16\pi^2)=\alpha/(4\pi)$. Bare and renormalized parameters are related by

$$a_0=\mu^{2\epsilon}a\,Z_a(a),\qquad m_0=Z_m(a)\,m,$$
$$Z_a=1+\sum_{n\ge1}\frac{z_n(a)}{\epsilon^n},\qquad Z_m=1+\sum_{n\ge1}\frac{c_n(a)}{\epsilon^n}.$$

This is minimal subtraction: the constants contain poles and nothing else, and $z_n$, $c_n$ are power series in $a$, vanishing at $a=0$, without $m$, $\mu$ or $\epsilon$. The usual factor $(e^{\gamma_E}/4\pi)^\epsilon$ per loop, with $\gamma_E$ Euler's constant, is absorbed in $\mu^{2\epsilon}$ (the MS-bar scale). I assume perturbative renormalizability, and all statements hold order by order in $a$.

**Q.** Then hold $a_0$ fixed and change $\mu$. What follows?

**A.** Differentiate $\ln a_0=2\epsilon\ln\mu+\ln a+\ln Z_a$ with respect to $\ln\mu$. With a prime for $d/da$,

$$0=2\epsilon+\mu\frac{da}{d\mu}\left(\frac1a+\frac{Z_a'}{Z_a}\right)
\;\Rightarrow\;
\mu\frac{da}{d\mu}=-\frac{2\epsilon a}{1+aZ_a'/Z_a}.\tag{1}$$

**Q.** The right side is full of poles. You cannot call that a flow in four dimensions.

**A.** The poles must cancel. Since $Z_a$ does not depend on $m$, take massless fermions for this argument, so that $a$ is the only running parameter. The photon's inverse propagator is proportional to $q^2(1+\Pi)$, and $a_0/(1+\Pi(q^2))$ depends on bare quantities alone. Gauge invariance keeps the product $eA$ in the covariant derivative unrenormalized, so $Z_a=1/Z_3$, where $Z_3$ makes $Z_3(1+\Pi)$ finite. Hence

$$\frac{a_0}{1+\Pi}=\frac{\mu^{2\epsilon}a}{Z_3(1+\Pi)}=\mu^{2\epsilon}a\,[1+\text{finite terms of order }a].$$

The left side does not change with $\mu$. Solving for the change of $a$ therefore gives a series whose coefficients are regular at $\epsilon=0$.

Now look at powers of $\epsilon$ in (1). Since $aZ_a'/Z_a$ starts at $1/\epsilon$, expanding the denominator gives $-2\epsilon a$, then a term of order $\epsilon^0$, then poles. Regularity removes the poles, leaving

$$\mu\frac{da}{d\mu}=-2\epsilon a+\beta(a).\tag{2}$$

**Q.** So the absence of poles in (2) is a condition on $Z_a$. What is it explicitly?

**A.** Multiply the first equation in (1) by $aZ_a$, use $Z_a+aZ_a'=(aZ_a)'$, and insert (2):

$$0=2\epsilon aZ_a+(-2\epsilon a+\beta)(Z_a+aZ_a')
=-2\epsilon a^2Z_a'+\beta\,(aZ_a)'.$$

Thus $\beta(aZ_a)'=2\epsilon a^2Z_a'$. Here $(aZ_a)'=1+\sum_n(az_n)'/\epsilon^n$, while the factor $\epsilon$ on the right lowers each pole by one. Equal powers of $1/\epsilon$ give

$$\beta=2a^2z_1',\qquad 2a^2z_{n+1}'=\beta\,(az_n)'\quad(n\ge1).\tag{3}$$

**Q.** That is the coupling. I asked about the mass.

**A.** The same reasoning applies. For small mass, write the inverse fermion propagator as $i\gamma\!\cdot\!p\,(1+A)+m_0(1+B)$. The quantity $m_0(1+B)/(1+A)$ is free of the field normalization. In Landau gauge, which the flow preserves, it depends on bare parameters and equals $m$ times a finite series. So $\gamma\equiv\mu\,d\ln m/d\mu$ is regular at $\epsilon=0$. From $\ln m_0=\ln m+\ln Z_m$ and (2),

$$\gamma=-\mu\frac{da}{d\mu}\frac{Z_m'}{Z_m}=(2\epsilon a-\beta)\frac{Z_m'}{Z_m}.\tag{4}$$

The right side has no positive power of $\epsilon$, because $Z_m'$ starts at $1/\epsilon$. Regularity excludes negative powers, so $\gamma$ depends on $a$ alone. Matching powers in $\gamma Z_m=(2\epsilon a-\beta)Z_m'$ gives

$$\gamma=2ac_1',\qquad 2ac_{n+1}'=\gamma c_n+\beta c_n'\quad(n\ge1).\tag{5}$$

Equations (3) and (5) are 't Hooft's pole equations. With $c_{n+1}(0)=0$, each integration over $a$ is unique.

**Q.** But $\beta$ appears in (5). The simple pole of $Z_m$ does not suffice.

**A.** Correct. The accurate statement is that the simple poles of $Z_m$ and $Z_a$ together fix the higher poles of $Z_m$. If $\beta=0$, as when closed fermion loops are dropped, (5) becomes $c_{n+1}'=c_1'c_n$, so $c_n=c_1^n/n!$ and $Z_m=e^{c_1/\epsilon}$. In that case the simple pole of $Z_m$ is enough.

The form of (5) also relies on minimal subtraction. An on-shell constant contains finite parts and $m/\mu$, which add terms to the matching.

**Q.** Give me the two-loop prediction before you calculate any diagram.

**A.** Let $c_{nj}$ be the coefficient of $a^j/\epsilon^n$ in $Z_m$, and write $z_1=ba+b_2a^2+\dots$. Then

$$\beta=2ba^2+4b_2a^3+\dots,\qquad \gamma=2c_{11}a+4c_{12}a^2+\dots$$

At order $a^2$, (5) with $n=1$ reads $4c_{22}=2c_{11}^2+2bc_{11}$, hence

$$c_{22}=\tfrac12c_{11}(c_{11}+b).\tag{6}$$

Similarly (3) at order $a^3$ gives $4z_{22}=4b^2$, so the $a^2/\epsilon^2$ coefficient of $Z_a$ is $z_{22}=b^2$.

**Q.** This is formal. What in the diagrams forces (6)?

**A.** Locality: a counterterm cannot contain $\ln p^2$. Set $L=\ln(p^2/\mu^2)$ and use Landau gauge with massless integrals. Each loop carries $(p^2)^{-\epsilon}$, so

$$\frac{1+B}{1+A}=1+\frac{a_0}{\mu^{2\epsilon}}e^{-\epsilon L}\left(-\frac{c_{11}}\epsilon+\dots\right)
+\left(\frac{a_0}{\mu^{2\epsilon}}\right)^2e^{-2\epsilon L}\left(\frac X{\epsilon^2}+\dots\right).$$

The one-loop pole is $-c_{11}/\epsilon$ because $Z_m$ must cancel it. Insert $a_0/\mu^{2\epsilon}=a+ba^2/\epsilon+\dots$ and multiply by $Z_m$. At order $a^2$, the coefficients of $L/\epsilon$ and $1/\epsilon^2$ must vanish:

$$-2X+bc_{11}+c_{11}^2=0,\qquad X-bc_{11}-c_{11}^2+c_{22}=0.$$

The first gives $X=c_{11}(c_{11}+b)/2$. The second then gives $c_{22}=c_{11}(c_{11}+b)-X$, which is (6). The two-loop logarithm comes with factor 2 and the counterterm logarithms with factor 1; their cancellation fixes the double pole.

**Q.** Now the actual numbers. Start with $c_{11}$, signs included.

**A.** I use Euclidean momenta, $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$, weight $e^{-S}$, vertex $-ie_0\gamma_\mu$ and fermion propagator

$$S(k)=\frac1{i\gamma\!\cdot\!k+m_0}\simeq\frac{-i\gamma\!\cdot\!k+m_0}{k^2}$$

to first order in $m_0$. The inverse propagator is $S^{-1}-\Sigma$. In Feynman gauge $(-ie_0)^2=-e_0^2$, so

$$-\Sigma=e_0^2\!\int\!\frac{d^dk}{(2\pi)^d}\frac{\gamma_\mu(-i\gamma\!\cdot\!k+m_0)\gamma_\mu}{k^2(k-p)^2}.$$

Use $\gamma_\mu\gamma_\mu=d$ and $\gamma_\mu\gamma\!\cdot\!k\gamma_\mu=-(d-2)\gamma\!\cdot\!k$. The symmetry $k\to p-k$ of the denominator replaces $k$ by $p/2$ in the numerator. Therefore

$$A=\frac{d-2}2e_0^2I,\qquad B=d\,e_0^2I,\qquad I(p^2)=\int\!\frac{d^dk}{(2\pi)^d}\frac1{k^2(k-p)^2}.$$

A Feynman parameter gives

$$I=\frac{\Gamma(\epsilon)}{(4\pi)^{d/2}}\int_0^1\!dx\,[x(1-x)p^2]^{-\epsilon}.$$

Since $-\int_0^1\ln[x(1-x)]\,dx=2$, we have $e_0^2I=a(1/\epsilon+2-L)$ at lowest order, up to terms vanishing with $\epsilon$. Multiplication by $(d-2)/2=1-\epsilon$ and $d=4-2\epsilon$ yields

$$A=a\left(\frac1\epsilon+1-L\right),\qquad B=a\left(\frac4\epsilon+6-4L\right),$$
$$\frac{1+B}{1+A}=1+a\left(\frac3\epsilon+5-3L\right)+O(a^2).\tag{7}$$

Hence $c_{11}=-3$ and $\gamma=-6a+\dots$: at this order the running mass falls as $\mu$ grows.

**Q.** And $b$?

**A.** The massless fermion loop, with its sign $-1$, is

$$\Pi_{\mu\nu}=-n_fe_0^2\int\!\frac{d^dk}{(2\pi)^d}\frac{\mathrm{tr}[\gamma_\mu\gamma\!\cdot\!k\,\gamma_\nu\gamma\!\cdot\!(k-q)]}{k^2(k-q)^2},$$

because $(-ie_0)^2(-i)^2=e_0^2$. It is subtracted from the inverse photon propagator, so $\Pi_{\mu\nu}=-(q^2\delta_{\mu\nu}-q_\mu q_\nu)\Pi$ and $\Pi_{\mu\mu}=-(d-1)q^2\Pi$. On the other side, with $\mathrm{tr}\,1=4$, the contracted trace is $-4(d-2)k\!\cdot\!(k-q)$. Write $2k\!\cdot\!(k-q)=k^2+(k-q)^2-q^2$. The first two terms cancel a denominator and leave scaleless integrals, which vanish. Thus

$$\Pi_{\mu\mu}=-2(d-2)n_fe_0^2q^2I(q^2),\qquad
\Pi=\frac{2(d-2)}{d-1}n_fe_0^2I(q^2).$$

Its pole is $\frac43n_fa/\epsilon$. So $Z_3=1-\frac43n_fa/\epsilon$, $Z_a=1/Z_3$, and $b=\frac43n_f$. Equation (6) now predicts

$$c_{22}=\tfrac12(-3)\left(-3+\tfrac43n_f\right)=\tfrac92-2n_f.\tag{8}$$

**Q.** A prediction is not a verification. Which two-loop diagrams did you compute?

**A.** There are three. With $D_{\mu\nu}$ the photon propagator and $\int$ including both loop measures, the rainbow and crossed contributions to $-\Sigma$ are

$$-e_0^4\!\int\!\gamma_\mu S(k)\gamma_\alpha S(l)\gamma_\beta S(k)\gamma_\nu\,D_{\mu\nu}(p-k)D_{\alpha\beta}(k-l),$$
$$-e_0^4\!\int\!\gamma_\mu S(k)\gamma_\alpha S(k-l)\gamma_\nu S(p-l)\gamma_\beta\,D_{\mu\nu}(p-k)D_{\alpha\beta}(l).$$

The sign is that of $-(-ie_0)^4$. The third is the one-loop diagram with $D_{\mu\nu}(q)$ replaced by $-\Pi(q^2)(\delta_{\mu\nu}-q_\mu q_\nu/q^2)/q^2$. Mass terms inside the closed loop start at $m_0^2$, because a trace of an odd number of gamma matrices vanishes.

Traces with $\gamma\!\cdot\!p$ and with 1 project out $A$ and $B$. All scalar products can be written through

$$D_1=k^2,\;D_2=l^2,\;D_3=(k-p)^2,\;D_4=(l-p)^2,\;D_5=(k-l)^2.$$

**Q.** With all five denominators present, the integral is not a product of one-loop integrals.

**A.** It is reduced by integration by parts. Let $F$ be the integral of $\prod_iD_i^{-a_i}$. The integral of $\partial_k\!\cdot[(k-l)\prod_iD_i^{-a_i}]$ vanishes. Using $2k\!\cdot\!(k-l)=D_1+D_5-D_2$ and $2(k-p)\!\cdot\!(k-l)=D_3+D_5-D_4$,

$$(d-a_1-a_3-2a_5)F=\left[a_1\mathbf1^+(\mathbf5^--\mathbf2^-)+a_3\mathbf3^+(\mathbf5^--\mathbf4^-)\right]F,$$

where $\mathbf i^\pm$ raises or lowers $a_i$ by one. Each use lowers $a_2+a_4+a_5$, until one of these denominators is gone. Then the loops can be done one after the other with

$$\int\!\frac{d^dk}{\pi^{d/2}}\frac1{k^{2r}(k-q)^{2s}}=
\frac{\Gamma(\frac d2-r)\Gamma(\frac d2-s)\Gamma(r+s-\frac d2)}{\Gamma(r)\Gamma(s)\Gamma(d-r-s)}(q^2)^{d/2-r-s}.$$

This follows from a Feynman parameter, as for $I$; numerators are treated by the same shift of $k$. The sum of traces is long, so the numerical check carries it out and reads the pole coefficients numerically, without using (5).

**Q.** How do you extract $Z_m$ from the sum without hiding a subtraction?

**A.** Write $(1+B)/(1+A)=1+aR_1+a^2R_2$ after replacing $a_0$ by $a$. The photon's longitudinal part is not renormalized, so $a_0\xi_0=\mu^{2\epsilon}a\xi$ for the gauge parameter $\xi$. Then

$$R_2+\frac{c_{11}}\epsilon R_1+\frac{c_{22}}{\epsilon^2}+\frac{c_{12}}\epsilon=\text{finite}.$$

For $n_f=1$ in Feynman gauge, the simple pole of $R_2$ is $14.0833$ at $p^2=\mu^2$ and $-3.4299$ at $p^2=7\mu^2$.

**Q.** Those differ wildly. That looks like a failed renormalization.

**A.** It is the non-local term before the one-loop mass counterterm is included. By (7), the finite part of $R_1$ is $5-3L$, so the counterterm adds $-3(5-3L)=-15+9L$ to the simple pole. With $\ln7=1.94591$, so that $9L=17.5132$ at $p^2=7\mu^2$,

$$14.0833-15=-0.9167,\qquad -3.4299-15+17.5132=-0.9167.$$

Both give $c_{12}=0.9167$. For general $n_f$ the computed coefficients agree, to the printed six decimals, with

$$Z_m=1-\frac{3a}\epsilon+a^2\left[\frac{\frac92-2n_f}{\epsilon^2}+\frac{-\frac34+\frac53n_f}\epsilon\right]+O(a^3).\tag{9}$$

The double pole is the one predicted in (8); for $n_f=1$ both are $2.5$. The tests also find the same constants for $\xi=0,1,3$ and at both momenta.

**Q.** Does the method say anything about three loops, or have you just checked a known coefficient?

**A.** It predicts both higher poles. At order $a^3$, (5) with $n=1$ and $n=2$ gives

$$6c_{23}=6c_{11}c_{12}+4bc_{12}+4b_2c_{11},\qquad
6c_{33}=(2c_{11}+4b)c_{22}.$$

The two-loop photon self-energy, computed with the same integrals in Feynman gauge, gives $b_2=2$ for $n_f=1$. It has no double pole, so $Z_a=1/Z_3$ has $z_{22}=b^2=16/9$, as (3) requires. With $c_{12}=11/12$,

$$c_{23}=-\frac{11}4+\frac23\left(\frac{11}9-6\right)=-5.935,\qquad
c_{33}=\frac{(-3+\frac83)(2.5)}3=-0.2778.$$

The three-loop simple pole $c_{13}$ is new information and needs a three-loop calculation.

**Q.** Can the highest pole at each order be summed?

**A.** Yes. The one-loop parts of $\beta$ and $\gamma$ in (5) give

$$c_{n+1,n+1}=\frac{c_{11}+nb}{n+1}c_{nn}.$$

This is the ratio of successive coefficients in the binomial series

$$Z_m^{\rm lead}=\left(1-\frac{ba}\epsilon\right)^{-c_{11}/b},\tag{10}$$

convergent for $|ba/\epsilon|<1$. As $b\to0$ it becomes $e^{c_{11}a/\epsilon}$, in agreement with the $\beta=0$ case.

Take $n_f=1$, $a=0.01$ (so $\alpha=0.126$) and $\epsilon=0.1$. Then $a/\epsilon=0.1$, and the successive sums are

$$1-0.3=0.7,$$
$$0.7+2.5(0.1)^2=0.725,$$
$$0.725-0.2778(0.1)^3=0.72472.$$

With $ba/\epsilon=2/15$, the closed form is $(13/15)^{9/4}=0.72471$.

**Q.** So is $Z_m=0.7247$ at these values?

**A.** No, that is the leading-pole part. The two-loop simple pole adds $0.9167\,a^2/\epsilon=0.0009$, which is larger in size than the three-loop leading term, $0.0003$. The three-loop double pole contributes $-5.935\,a^3/\epsilon^2=-0.0006$, cancelling about two thirds of that, and the $c_{13}$ term is not known from this calculation. Nor may you let $\epsilon\to0$ at fixed $a$ in the truncated series: its terms diverge, and (10) leaves its region of convergence. The pole equations organize the series order by order; the finite limit belongs to renormalized quantities, in which these poles have cancelled.

## Calculated quantities

```
All quantities are dimensionless; a = alpha/(4 pi), d = 4 - 2 eps
finite two-loop master integral at eps=0: 7.212341
6 zeta(3): 7.212341
one-loop A, 1/eps, Feynman gauge: 1.000000
one-loop B, 1/eps, Feynman gauge: 4.000000
Z_a: a/eps coefficient per fermion: 1.333333
Z_a: a^2/eps coefficient per fermion: 2.000000
Z_a: a^2/eps^2 coefficient from diagrams, nf=1: 1.777778
Z_m: a/eps coefficient: -3.000000
Z_m: a^2/eps, nf-independent part: -0.750000
Z_m: a^2/eps, part multiplying nf: 1.666667
Z_m: a^2/eps^2 from diagrams, nf-independent part: 4.500000
Z_m: a^2/eps^2 from diagrams, part multiplying nf: -2.000000
nf=1: a^2/eps coefficient of Z_m: 0.916667
nf=1: a^2/eps^2 coefficient from diagrams: 2.500000
nf=1: a^2/eps^2 coefficient from pole equation: 2.500000
nf=1: gamma, coefficient of a: -6.000000
nf=1: gamma, coefficient of a^2: 3.666667
nf=1: beta, coefficient of a^2: 2.666667
nf=1: beta, coefficient of a^3: 8.000000
nf=1: simple pole before mass subtraction, p^2=mu^2: 14.083333
nf=1: simple pole before mass subtraction, p^2=7mu^2: -3.429858
nf=1: predicted a^3/eps^3 coefficient of Z_m: -0.277778
nf=1: predicted a^3/eps^2 coefficient of Z_m: -5.935185
example: a: 0.010
example: alpha = 4 pi a: 0.125664
example: eps: 0.10
example: leading poles through one loop: 0.700000
example: leading poles through two loops: 0.725000
example: leading poles through three loops: 0.724722
example: leading poles, closed form: 0.724715
```
